# Why p(1/2) is spherical: angular densities of spin-coupled orbitals: verification in Python

```python
"""
Result under test: for an electron with orbital number l and spin 1/2 coupled
to (j, m), the spin-summed angular density A = Omega^dagger Omega depends only
on j and |m|. It is the same for l = j-1/2 and l = j+1/2, and is 1/(4 pi)
for j = 1/2.
Symbols: c = cos(theta); phi = azimuth; mu = orbital projection;
n = unit position vector; sigma = Pauli matrices; P2 = Legendre polynomial.
Keys (jj, mm) hold the integers 2j and 2m. Hartree atomic units.
Reference densities come from numerical diagonalization of J^2 and J_z.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.special import lpmv
from scipy.integrate import quad


def sph(l, mu, c, phi):
    """Spherical harmonic with Condon-Shortley phase; zero if |mu| > l."""
    if abs(mu) > l:
        return np.zeros(np.broadcast(c, phi).shape, complex)
    k = abs(mu)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, c)*np.exp(1j*k*phi)
    return y if mu >= 0 else (-1)**k*np.conj(y)


def diagonalize(l):
    """Joint eigenvectors of J^2 and J_z in the basis (up, mu), (down, mu)."""
    mu = np.arange(-l, l + 1)
    raise_l = np.diag(np.sqrt(l*(l + 1) - mu[:-1]*(mu[:-1] + 1.0)), -1)
    one_l, one_s = np.eye(2*l + 1), np.eye(2)
    raise_s = np.array([[0.0, 1.0], [0.0, 0.0]])
    jz = np.kron(one_s, np.diag(mu)) + np.kron(np.diag([0.5, -0.5]), one_l)
    jp = np.kron(one_s, raise_l) + np.kron(raise_s, one_l)
    j2 = jp @ jp.T + jz @ jz - jz
    vectors = np.linalg.eigh(j2 + 0.1*jz)[1]
    states = {}
    for v in vectors.T:
        jj = round(sqrt(1 + 4*(v @ j2 @ v)) - 1)
        mm = round(2*(v @ jz @ v))
        assert np.allclose(j2 @ v, jj*(jj + 2)/4*v, atol=1e-10)
        assert np.allclose(jz @ v, mm/2*v, atol=1e-10)
        states[jj, mm] = v
    assert len(states) == 2*(2*l + 1)
    return states


def field_from_vector(l, v, c, phi):
    ys = np.array([sph(l, mu, c, phi) for mu in range(-l, l + 1)])
    return np.array([np.tensordot(v[:2*l + 1], ys, 1),
                     np.tensordot(v[2*l + 1:], ys, 1)])


def field_from_formula(jj, l, mm, c, phi):
    """Spinor harmonic from the derived coupling coefficients."""
    m = mm/2
    plus = sqrt((l + 0.5 + m)/(2*l + 1)) if l + 0.5 + m > 0 else 0.0
    minus = sqrt((l + 0.5 - m)/(2*l + 1)) if l + 0.5 - m > 0 else 0.0
    a, b = (plus, minus) if jj == 2*l + 1 else (-minus, plus)
    return np.array([a*sph(l, (mm - 1)//2, c, phi),
                     b*sph(l, (mm + 1)//2, c, phi)])


def density(psi):
    return np.sum(abs(psi)**2, axis=0)


nodes, weights = np.polynomial.legendre.leggauss(24)
azimuths = np.arange(16)*2*pi/16
C, PHI = np.meshgrid(nodes, azimuths, indexing="ij")
W = weights[:, None]*np.ones_like(PHI)*2*pi/16
SIN = np.sqrt(1 - C**2)
N = np.array([SIN*np.cos(PHI), SIN*np.sin(PHI), C])
P2 = (3*C**2 - 1)/2
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SIGMA_N = np.einsum("kab,kxy->abxy", PAULI, N)


def apply_sigma_n(psi):
    return np.einsum("abxy,bxy->axy", SIGMA_N, psi)


def spin_density(psi):
    return np.einsum("axy,kab,bxy->kxy", psi.conj(), PAULI, psi).real


LMAX = 5
STATES = {l: diagonalize(l) for l in range(LMAX + 1)}

# Quadrupole moment of a single spherical harmonic
for l in range(LMAX + 1):
    for mu in range(-l, l + 1):
        moment = np.sum(W*P2*abs(sph(l, mu, C, PHI))**2)
        assert abs(moment - (l*(l+1) - 3*mu**2)/((2*l-1)*(2*l+3))) < 1e-11

# Coupling formula, densities, partner map, spin and quadrupole moments
dev_l = dev_m = dev_phi = dev_map = 0.0
smallest_difference = np.inf
for jj in range(1, 2*LMAX, 2):
    low, high = (jj - 1)//2, (jj + 1)//2
    j = jj/2
    by_abs_m = {}
    for mm in range(-jj, jj + 1, 2):
        m = mm/2
        dens = {}
        for l in (low, high):
            psi = field_from_vector(l, STATES[l][jj, mm], C, PHI)
            formula = field_from_formula(jj, l, mm, C, PHI)
            overlap = np.sum(W*np.sum(formula.conj()*psi, axis=0))
            assert abs(abs(overlap) - 1) < 1e-11
            assert np.allclose(psi, overlap*formula, atol=1e-11)
            dens[l] = density(psi)
            dev_phi = max(dev_phi, np.max(np.ptp(dens[l], axis=1)))
            assert abs(np.sum(W*dens[l]) - 1) < 1e-11
            p2_mean = np.sum(W*P2*dens[l])
            assert abs(p2_mean - (0.25 - 3*m*m/(4*j*(j + 1)))) < 1e-11
            sz = np.sum(W*spin_density(psi)[2])
            assert abs(sz - (m/j if l == low else -m/(j + 1))) < 1e-11
        dev_l = max(dev_l, np.max(abs(dens[low] - dens[high])))
        if abs(mm) in by_abs_m:
            dev_m = max(dev_m, np.max(abs(by_abs_m[abs(mm)] - dens[low])))
        else:
            by_abs_m[abs(mm)] = dens[low]
        lower = field_from_formula(jj, low, mm, C, PHI)
        upper = field_from_formula(jj, high, mm, C, PHI)
        dev_map = max(dev_map, np.max(abs(apply_sigma_n(lower) + upper)))
        s = spin_density(lower)
        reflected = 2*N*np.sum(N*s, axis=0) - s
        assert np.allclose(spin_density(upper), reflected, atol=1e-11)
    keys = sorted(by_abs_m)
    for i, a in enumerate(keys):
        for b in keys[i + 1:]:
            gap = np.max(abs(by_abs_m[a] - by_abs_m[b]))
            smallest_difference = min(smallest_difference, gap)
assert max(dev_l, dev_m, dev_phi, dev_map) < 1e-11
assert smallest_difference > 0.01

# Superpositions over m with equal coefficients in the two partners
rng = np.random.default_rng(3)
for jj in (1, 5):
    coef = rng.normal(size=jj + 1) + 1j*rng.normal(size=jj + 1)
    coef /= np.linalg.norm(coef)
    pair = []
    for l in ((jj - 1)//2, (jj + 1)//2):
        psi = sum(a*field_from_formula(jj, l, mm, C, PHI)
                  for a, mm in zip(coef, range(-jj, jj + 1, 2)))
        pair.append(density(psi))
    assert np.allclose(pair[0], pair[1], atol=1e-11)
    if jj == 1:
        assert np.allclose(pair[1], 1/(4*pi), atol=1e-11)

# A mixture of different l is outside the claim
mixture = (field_from_formula(1, 0, 1, C, PHI)
           + field_from_formula(1, 1, 1, C, PHI))/sqrt(2)
assert np.allclose(density(mixture), (1 - C)/(4*pi), atol=1e-11)

# Closed forms against diagonalization, for both l values
CLOSED = {
    (1, 1): lambda c: 1/(4*pi) + 0*c,
    (3, 1): lambda c: (1 + 3*c**2)/(8*pi),
    (3, 3): lambda c: 3*(1 - c**2)/(8*pi),
    (5, 1): lambda c: 3*(1 - 2*c**2 + 5*c**4)/(16*pi),
    (5, 3): lambda c: 3*(1 + 14*c**2 - 15*c**4)/(32*pi),
    (5, 5): lambda c: 15*(1 - c**2)**2/(32*pi),
}
for (jj, mm), closed in CLOSED.items():
    for l in ((jj - 1)//2, (jj + 1)//2):
        psi = field_from_vector(l, STATES[l][jj, mm], C, PHI)
        assert np.allclose(density(psi), closed(C), atol=1e-11)

print("Largest j tested:", (2*LMAX - 1)/2)
print(f"Max density difference between l partners: {dev_l:.1e} sr^-1")
print(f"Max density difference between +m and -m: {dev_m:.1e} sr^-1")
print(f"Max variation of density with phi: {dev_phi:.1e} sr^-1")
print(f"Max error of sigma.n partner map: {dev_map:.1e} sr^-1/2")
print(f"Smallest peak difference, unequal |m|: {smallest_difference:.4f} sr^-1")

# Worked angular example
angles = np.array([0.0, 45.0, 90.0])
cone = 30.0
edge = np.cos(np.radians(cone))
cone_c = (1 + edge)/2 + (1 - edge)/2*nodes
cone_w = (1 - edge)/2*weights
CASES = [("p1/2", 1, 1, 1), ("p3/2", 1, 3, 1), ("d3/2", 2, 3, 1),
         ("p3/2", 1, 3, 3), ("d3/2", 2, 3, 3)]
print("Angles theta in table (degrees):", *angles)
print(f"Half-angle of each cone about +z and -z: {cone:.0f} degrees")
probabilities = {}
for name, l, jj, mm in CASES:
    v = STATES[l][jj, mm]
    values = density(field_from_vector(l, v, np.cos(np.radians(angles)), 0.0))
    prob = sum(2*pi*np.sum(cone_w*density(
        field_from_vector(l, v, sign*cone_c, 0.0))) for sign in (1, -1))
    exact = 4*pi*quad(CLOSED[jj, mm], edge, 1)[0]
    assert abs(prob - exact) < 1e-11
    probabilities[name, mm] = prob
    psi = field_from_vector(l, v, C, PHI)
    p2_mean = np.sum(W*P2*density(psi))
    sz = np.sum(W*spin_density(psi)[2])
    print(f"{name} m={mm}/2: A =", *[f"{x:.5f}" for x in values], "sr^-1")
    print(f"   two-cone probability {prob:.5f}; <P2> {p2_mean:+.4f};"
          f" <sigma_z> {sz:+.4f}")
mean_prob = (probabilities["p3/2", 1] + probabilities["p3/2", 3])/2
assert abs(mean_prob - probabilities["p1/2", 1]) < 1e-11
print(f"Mean two-cone probability over the p3/2 states: {mean_prob:.5f}")

# Hydrogen radial functions, checked in the radial Schroedinger equation
RADIAL = {
    "2p3/2": (2, 1, lambda r: r*np.exp(-r/2)/sqrt(24)),
    "3d3/2": (3, 2, lambda r: 4*r**2*np.exp(-r/3)/(81*sqrt(30))),
}
radius, h = 4.0, 1e-3
r_test = np.linspace(0.5, 20, 40)
print(f"Hydrogen example: r = {radius:.1f} bohr, m = 1/2")
ratios = []
for name, (shell, l, radial) in RADIAL.items():
    assert abs(quad(lambda r: (r*radial(r))**2, 0, np.inf)[0] - 1) < 1e-8
    u = lambda r: r*radial(r)
    second = (u(r_test + h) - 2*u(r_test) + u(r_test - h))/h**2
    potential = l*(l + 1)/(2*r_test**2) - 1/r_test
    residual = -second/2 + (potential + 1/(2*shell**2))*u(r_test)
    assert np.max(abs(residual)) < 1e-6  # finite-difference error is O(h^2)
    angular = density(field_from_vector(l, STATES[l][3, 1],
                                        np.array([1.0, 0.0]), 0.0))
    r2 = radial(radius)**2
    axis, equator = r2*angular
    ratios.append(axis/equator)
    print(f"{name}: R^2 = {r2:.6f} bohr^-3")
    print(f"   density on axis {axis:.4e}, equator {equator:.4e} bohr^-3")
    print(f"   axis-to-equator ratio {axis/equator:.4f}")
assert abs(ratios[0] - ratios[1]) < 1e-10

print("checks complete")
```

Running it gives:

```
Largest j tested: 4.5
Max density difference between l partners: 3.3e-14 sr^-1
Max density difference between +m and -m: 1.4e-14 sr^-1
Max variation of density with phi: 4.1e-14 sr^-1
Max error of sigma.n partner map: 7.8e-16 sr^-1/2
Smallest peak difference, unequal |m|: 0.1088 sr^-1
Angles theta in table (degrees): 0.0 45.0 90.0
Half-angle of each cone about +z and -z: 30 degrees
p1/2 m=1/2: A = 0.07958 0.07958 0.07958 sr^-1
   two-cone probability 0.13397; <P2> +0.0000; <sigma_z> -0.3333
p3/2 m=1/2: A = 0.15915 0.09947 0.03979 sr^-1
   two-cone probability 0.24223; <P2> +0.2000; <sigma_z> +0.3333
d3/2 m=1/2: A = 0.15915 0.09947 0.03979 sr^-1
   two-cone probability 0.24223; <P2> +0.2000; <sigma_z> -0.2000
p3/2 m=3/2: A = 0.00000 0.05968 0.11937 sr^-1
   two-cone probability 0.02572; <P2> -0.2000; <sigma_z> +1.0000
d3/2 m=3/2: A = 0.00000 0.05968 0.11937 sr^-1
   two-cone probability 0.02572; <P2> -0.2000; <sigma_z> -0.6000
Mean two-cone probability over the p3/2 states: 0.13397
Hydrogen example: r = 4.0 bohr, m = 1/2
2p3/2: R^2 = 0.012210 bohr^-3
   density on axis 1.9433e-03, equator 4.8584e-04 bohr^-3
   axis-to-equator ratio 4.0000
3d3/2: R^2 = 0.001446 bohr^-3
   density on axis 2.3013e-04, equator 5.7532e-05 bohr^-3
   axis-to-equator ratio 4.0000
checks complete
```
